# Estimating the Crystal-Liquid Interfacial Energy from Turnbull's Relation

## Atoms as small cubes

Picture a crystal as a stack of equal cubes, one atom in each, with a flat face in contact with its own melt. If the volume per atom is $v$, each cube has edge $v^{1/3}$ and each atom in the face covers an area $v^{2/3}$. Melting one atom of the bulk crystal takes the heat $hv$, where $h$ is the heat of fusion per unit volume.

An atom at the face is neither fully in the crystal nor fully in the liquid. It is reasonable to guess that its excess free energy is some fraction $\alpha$ of the one energy that separates the two phases, $hv$. Turnbull's relation is this guess with the fraction fixed empirically. Dividing the excess per atom by the area per atom gives the interfacial free energy

$$
\gamma=\frac{\alpha\,hv}{v^{2/3}}=\alpha\,h\,v^{1/3}.
$$

The coefficient $\alpha$ is about 0.45 for metals and about 0.32 for semimetals and nonmetals. These are empirical values, and nothing below derives them.

Take $\alpha=0.45$, $h=6\times10^{8}$ J/m$^3$ and $v=0.03$ nm$^3$. The cube edge is $v^{1/3}=0.311$ nm, so

$$
\gamma=0.45\times(6\times10^{8}\ \text{J/m}^3)\times(0.311\times10^{-9}\ \text{m})
=0.084\ \text{J/m}^2 ,
$$

or roughly 0.08 J/m$^2$. In units suited to atoms this is 0.52 eV/nm$^2$.

The same result can be read atom by atom. The heat of fusion is 0.112 eV per atom, of which the fraction 0.45 is 0.0506 eV. Each face atom covers 0.0965 nm$^2$, and the quotient is again 0.52 eV/nm$^2$.

Turnbull's relation is often written with molar quantities, $\gamma N_A^{1/3}V_m^{2/3}=\alpha H_m$. Here $N_A$ is Avogadro's number, $V_m=N_Av$ the molar volume and $H_m=N_Ahv$ the molar heat of fusion. Substitution gives

$$
\gamma=\frac{\alpha N_A hv}{N_A^{1/3}N_A^{2/3}v^{2/3}}=\alpha h v^{1/3},
$$

so the two forms agree, and the coefficient is the same number in both.

## What the coefficient measures

The guess above leaves a question open. At the melting temperature $T_m$ an atom has the same free energy in the crystal and in the liquid. Why should an atom between the two cost anything, and why should the cost scale with the heat of fusion?

Consider a flat interface at $T_m$, with the crystal at large negative $z$ and the liquid at large positive $z$. Assume one composition and the same atomic density throughout. Under this assumption the interfacial free energy is the integral of the local free energy density above its common bulk value. If the densities differed, the chemical potential times the local density would have to be subtracted as well. That term is not small: a density change of a few percent times a cohesive energy of a few eV per atom is comparable to or larger than the heat of fusion. At negligible pressure the result below then survives only if $e$ and $s$ are measured relative to the crystal's energy and entropy per atom times the local density, with $h$ taken per volume of liquid; the steps in the raw densities do not give $\gamma$.

Let the energy density rise by $h$ and the entropy density by $\Delta s$ from crystal to liquid:

$$
e(z)=e_c+h\,\phi_h(z),\qquad s(z)=s_c+\Delta s\,\phi_s(z).
$$

Both profiles $\phi_h$ and $\phi_s$ go from 0 in the crystal to 1 in the liquid. At equal density and pressure the heat of fusion is the energy difference, so $h$ is the same quantity as before. Equality of the bulk free energies at $T_m$ requires $h-T_m\Delta s=0$, hence $T_m\Delta s=h$. The local free energy density is therefore

$$
e-T_ms=(e_c-T_ms_c)+h\,[\phi_h(z)-\phi_s(z)],
$$

and the excess per unit area is

$$
\gamma=h\int_{-\infty}^{\infty}[\phi_h(z)-\phi_s(z)]\,dz .
$$

To evaluate it, integrate each profile by parts between $-L$ and $L$, with $L$ far outside the interface:

$$
\int_{-L}^{L}\phi_x\,dz=\big[z\phi_x\big]_{-L}^{L}-\int_{-L}^{L}z\,\frac{d\phi_x}{dz}\,dz=L-z_x,
\qquad z_x=\int z\,\frac{d\phi_x}{dz}\,dz .
$$

The position $z_x$ is where a sharp step would have to stand to have the same integral as the smooth profile. Subtracting the two results removes $L$:

$$
\gamma=h\,[(L-z_h)-(L-z_s)]=h\,(z_s-z_h)\equiv h\,\delta .
$$

The interfacial free energy is the heat of fusion per volume times the distance $\delta$ by which the entropy step lies further into the liquid than the energy step. Within the stated assumptions this holds for any profile shapes; their widths matter only through the two positions.

The sign has a direct meaning. For $\gamma>0$ there must be a layer of thickness $\delta$, in the equivalent step picture, whose energy is already that of the liquid while its entropy is still that of the crystal. In the bulk liquid the energy cost $h$ is repaid by $T_m\Delta s$. In this layer it is not repaid.

A numerical case shows the result at work. Let the energy profile be $\tfrac12[1+\tanh(z/0.15)]$ and the entropy profile $\exp[-e^{-(z-0.10)/0.08}]$, with $z$ in nm. The shapes are different and the second is asymmetric. Their equivalent steps are 0.1462 nm apart, which predicts $6\times10^8\times0.1462\times10^{-9}=0.0877$ J/m$^2$. Direct integration of the free energy density gives 0.0877 J/m$^2$. The profiles were chosen by hand, so this tests the identity and not the value of $\gamma$ for a material.

Comparison of $\gamma=h\delta$ with $\gamma=\alpha hv^{1/3}$ gives

$$
\delta=\alpha\,v^{1/3}=0.45\times0.311\ \text{nm}=0.14\ \text{nm}.
$$

If the empirical $\gamma$ is taken as the flat-interface value at $T_m$, Turnbull's coefficient is the offset between entropy and energy measured in units of the cube edge $v^{1/3}$. The coefficient was in fact fitted to nucleation well below $T_m$, and $v^{1/3}$ is neither the neighbour distance nor a layer spacing, so the value for metals says only that the offset is roughly half an atomic spacing. The derivation does not fix $\delta$: one coefficient can serve for different materials only if $\delta$ is a similar fraction of the spacing in each, and here that is taken from experience. A calculation of $\delta$ would need a microscopic theory of the liquid next to the crystal.

## How firm is 0.08?

For small changes the product form gives

$$
\frac{d\gamma}{\gamma}=\frac{d\alpha}{\alpha}+\frac{dh}{h}+\frac13\frac{dv}{v}.
$$

At fixed heat per volume, the atomic volume is the least critical input. If instead the heat per atom $hv$ is held fixed, $\gamma=\alpha(hv)v^{-2/3}$ falls as the volume grows. A trial increase of 6% in $v$ then gives 0.081 J/m$^2$, which is 4% lower. This indicates the ambiguity in choosing the crystal or the liquid volume when the two differ by that amount.

The area per atom is also a convention. On a close-packed face of an fcc crystal, the cubic cell of edge $a$ holds four atoms, so $a^3=4v$. Neighbours in the face are $d=a/\sqrt2$ apart, and each atom covers

$$
\frac{\sqrt3}{2}d^2=\frac{\sqrt3}{4}a^2=\frac{\sqrt3}{4}\,4^{2/3}v^{2/3}=1.09\,v^{2/3}.
$$

With the same energy per face atom, $\gamma$ would be 0.077 J/m$^2$. Turnbull's relation as stated uses $v^{2/3}$, and its coefficient belongs to that choice.

Of the changes tried in this section, the largest comes from the coefficient itself. With $\alpha=0.32$ and the other inputs unchanged, $\gamma=0.060$ J/m$^2$, which is 29% below the first estimate. The value 0.08 J/m$^2$ is therefore a one-figure result for the metallic coefficient.

## From interfacial energy to nucleation barrier

In a phase-change memory the interfacial energy matters because it opposes the birth of crystals in the disordered material. Let the temperature be $T<T_m$, and let $g$ be the free energy per volume released on crystallization. If the two phases have equal heat capacities, $h$ and $\Delta s=h/T_m$ do not change with temperature, and

$$
g=h-T\Delta s=h\left(1-\frac{T}{T_m}\right).
$$

A spherical nucleus of radius $r$ with a sharp interface costs

$$
G(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3g .
$$

Setting $dG/dr=8\pi r\gamma-4\pi r^2g$ to zero gives the critical radius $r^*=2\gamma/g$. The barrier is the value of $G$ there:

$$
W=4\pi\gamma\frac{4\gamma^2}{g^2}-\frac{4\pi}{3}g\,\frac{8\gamma^3}{g^3}
=\frac{16\pi\gamma^3}{g^2}\left(1-\frac23\right)=\frac{16\pi\gamma^3}{3g^2}.
$$

Inserting Turnbull's relation and writing $\tau=T/T_m$ shows which inputs matter:

$$
r^*=\frac{2\alpha v^{1/3}}{1-\tau},\qquad
W=\frac{16\pi}{3}\,\frac{\alpha^3}{(1-\tau)^2}\,hv .
$$

The heat of fusion cancels from the radius and enters the barrier linearly. The coefficient enters the barrier as its cube.

Take $T_m=900$ K and $T=600$ K, so that $1-\tau=1/3$ and $g=2\times10^8$ J/m$^3$. Then

$$
r^*=\frac{2\times0.0839}{2\times10^8}\ \text{m}=0.84\ \text{nm},\qquad
W=\frac{16\pi}{3}\times0.45^3\times9\times0.112\ \text{eV}=1.5\ \text{eV}.
$$

The critical nucleus holds about 82 atoms. The thermal energy is $k_BT=0.0517$ eV, so the barrier is $30\,k_BT$.

With $\alpha=0.32$ the barrier drops by the factor $(0.32/0.45)^3=0.36$, to 0.56 eV or $11\,k_BT$. If the nucleation rate is proportional to $\exp(-W/k_BT)$ with an unchanged prefactor, the difference of about 19 in the exponent changes the rate by roughly eight powers of ten. A value of $\gamma$ good to one figure is useful as an energy scale, but it does not fix a nucleation rate.

## A nucleus with a finite offset

The barrier above treats $\gamma$ as a flat-interface value at $T_m$ and applies it unchanged to a nucleus less than 1 nm in radius, 300 K below $T_m$. The offset picture offers a way to gauge this step. Suppose that $\delta$ keeps its value around a small sphere and on cooling. This is a model assumption. Turnbull's coefficients were inferred from nucleation in undercooled melts with the sharp-interface formula, so they may already contain part of the effect of curvature and cooling. What follows therefore compares two models with the same $\delta$; it does not supply a correction factor for the empirical barrier. Nor does the flat value of $\delta$ at $T_m$ decide the behaviour on cooling. An interfacial excess that is purely energetic leaves $\gamma$ unchanged, while one that is purely entropic scales it by $\tau$ and the sharp-interface barrier by $\tau^3$; both have the same $\delta$ at $T_m$. A fixed $\delta$ is one choice among these.

Let the energy be lowered inside radius $r$ and the entropy inside the larger radius $r+\delta$. Crystallization lowers the energy by $h$ per volume, and the lost entropy costs $T\Delta s=\tau h$ per volume:

$$
G(r)=\frac{4\pi}{3}h\left[-r^3+\tau(r+\delta)^3\right].
$$

Expanding the cube and using $h\delta=\gamma$ displays the familiar terms:

$$
G(r)=-\frac{4\pi}{3}r^3h(1-\tau)+4\pi r^2\,\tau\gamma+4\pi r\,\tau\gamma\delta+\frac{4\pi}{3}\tau\gamma\delta^2 .
$$

The first term is the driving force. The other three together are the cost of the shell between the two radii, where the entropy has dropped but the energy has not; this costs $\tau h$ per volume. Of these three, the first is a surface term with $\tau\gamma$ in place of $\gamma$. The last two come from curvature and, for this choice of radius, raise the cost. Written in terms of the entropy radius $r+\delta$, the same $G$ has a surface term with the full $\gamma$ and a leading curvature term that is negative. The constant term survives at $r=0$, where the picture of two concentric spheres has lost its meaning; the barrier is measured from the uniform liquid, for which $G=0$.

The maximum follows from

$$
\frac{dG}{dr}=4\pi h\left[-r^2+\tau(r+\delta)^2\right]=0 .
$$

Both radii are positive, so $r=\sqrt\tau\,(r+\delta)$, which gives

$$
r=\frac{\sqrt\tau}{1-\sqrt\tau}\,\delta,\qquad r+\delta=\frac{\delta}{1-\sqrt\tau}.
$$

Inserting both into $G$,

$$
W_\delta=\frac{4\pi}{3}h\delta^3\,\frac{\tau-\tau^{3/2}}{(1-\sqrt\tau)^3}
=\frac{4\pi}{3}h\delta^3\,\frac{\tau}{(1-\sqrt\tau)^2},
$$

since $\tau-\tau^{3/2}=\tau(1-\sqrt\tau)$. The sharp-interface barrier in the same variables is $W=(16\pi/3)h\delta^3/(1-\tau)^2$. With $1-\tau=(1-\sqrt\tau)(1+\sqrt\tau)$ the ratio becomes

$$
\frac{W_\delta}{W}=\frac{\tau(1+\sqrt\tau)^2}{4}.
$$

Near melting, with $\tau=1-\epsilon$, this is $1-\tfrac32\epsilon$ to first order. The two barriers merge because the nucleus becomes large compared with $\delta$ and $T$ approaches $T_m$. At $\tau=0.999$ the ratio is 0.9985, as the expansion predicts.

At 600 K the ratio is 0.55. The energy radius is 0.62 nm, so the offset of 0.14 nm is no longer small beside it, and the barrier is 0.85 eV or $16\,k_BT$. The expansion of $G$ shows how this comes about. The reduced surface term alone would multiply the barrier by $\tau^3=0.30$, and the curvature terms bring the factor back up to 0.55. This division refers to the energy radius; another choice of radius would share the effects differently.

## Comparison with a phase-change alloy

The inputs are rough values in the regime of a Ge-Sb-Te memory alloy, for which a melting temperature near 900 K and an atomic volume near 0.03 nm$^3$ are reasonable. The heat of fusion per volume is a round trial value, not a measured one. The temperature of 600 K lies in the range where such a material can be crystallized by heating. The metallic coefficient is a choice: for an alloy of semimetals and semiconductors, 0.32 is at least as defensible, and it gives 0.06 J/m$^2$. Fast crystallization of these alloys can also produce a metastable cubic crystal, whose heat of fusion need not equal that of the stable one. At fixed $\alpha$ and $v$, a 10% smaller $h$ lowers $\gamma$ by 10%. A real cell further breaks the assumption of nucleation inside a uniform liquid, since the active material touches electrodes and dielectrics. If a wall has equal interfacial energies with crystal and liquid, the contact angle is 90 degrees and the nucleus is a hemisphere. Its volume and its crystal-liquid area are half those of the sphere, so the barrier is halved, from 1.5 to 0.77 eV, at unchanged $\gamma$.

The equal heat capacities assumed for $g$ can be relaxed as well. Let the liquid's heat capacity per volume exceed the crystal's by a constant $c$. The entropy difference at temperature $T'$ is then $h/T_m-c\ln(T_m/T')$. Since $dg/dT=-\Delta s$ and $g(T_m)=0$,

$$
g=\int_T^{T_m}\left[\frac{h}{T_m}-c\ln\frac{T_m}{T'}\right]dT'
=h(1-\tau)-c\left[T_m-T-T\ln\frac{T_m}{T}\right],
$$

where the logarithm was integrated with $\int\ln(T_m/T')\,dT'=T'\ln(T_m/T')+T'$. A trial value of one $k_B$ per atom reduces $g$ from $2.0\times10^8$ to $1.7\times10^8$ J/m$^3$. In the sharp-interface formula with $\gamma$ fixed, the barrier rises to 2.0 eV. This figure depends on the trial value and is not an upper limit: two $k_B$ per atom would give 2.8 eV.

These corrections act in different directions. The empirical coefficient was itself inferred from nucleation data and may already contain part of some of them, so they should not be multiplied together to obtain an improved barrier. They separate two questions. The interfacial energy moves between about 0.06 and 0.08 J/m$^2$ with the coefficient, and by less than 10% with the trial volume change or with the area per atom of the close-packed fcc face. For more open faces the count of face atoms becomes a poor guide: on the (100) face of an fcc crystal each atom covers $a^2/2=1.26\,v^{2/3}$ and on the (110) face $a^2/\sqrt2=1.78\,v^{2/3}$, which at the same energy per face atom would lower $\gamma$ by 21% and 44%. These shifts come from counting only the outermost atoms and do not predict how $\gamma$ differs between real faces. With the choice of face left aside, the barriers computed here, taken one change at a time, range from about 0.6 to 2.0 eV.

## Calculated quantities

```
Turnbull coefficient, metals: 0.45
heat of fusion per volume: 6e+08 J/m^3
atomic volume: 0.03 nm^3
melting temperature (rough): 900 K
crystallization temperature: 600 K
cube root of atomic volume: 0.3107 nm
heat of fusion per atom: 0.1123 eV
area per atom, cube face: 0.09655 nm^2
interface energy per atom: 0.05056 eV
INTERFACIAL ENERGY: 0.0839 J/m^2
interfacial energy, converted: 0.5236 eV/nm^2
offset delta = gamma/h: 0.1398 nm
profile test: step offset: 0.1462 nm
profile test: integrated excess: 0.08771 J/m^2
driving force: 2e+08 J/m^3
critical radius: 0.839 nm
atoms in critical nucleus: 82
thermal energy kT: 0.0517 eV
barrier: 1.544 eV
barrier / kT: 29.9
Neglected effects and other choices
coefficient, nonmetals: 0.32
interfacial energy with it: 0.05966 J/m^2
barrier with it: 0.5551 eV
barrier / kT with it: 10.7
barrier ratio to main case: 0.360
area per atom, close-packed face: 0.1053 nm^2
interfacial energy with that area: 0.07689 J/m^2
trial volume increase: 6 %
interfacial energy with it: 0.0807 J/m^2
driving force, trial heat capacity: 1.739e+08 J/m^3
barrier, trial heat capacity: 2.042 eV
critical energy radius, fixed offset: 0.6222 nm
barrier, fixed offset: 0.849 eV
barrier / kT, fixed offset: 16.4
fixed-offset / sharp barrier: 0.550
same ratio at T/Tm = 0.999: 0.9985
barrier on wall, 90 degree contact: 0.7719 eV
```
